# The inverse-depth factor in midgap metal-induced state density

Take a metal filling $z<0$ and an insulator filling $z>0$, with a flat interface that conserves the in-plane wavevector $\mathbf k=(k_x,k_y)$. At an energy inside the insulator's gap, metal states enter the insulator as decaying waves. Suppose that the wave with in-plane wavevector $\mathbf k$ decays as $e^{-\kappa z}$, with

$$\kappa(k)=\sqrt{\kappa_0^2+k^2},\qquad k=|\mathbf k| ,$$

and that every $\mathbf k$ contributes the same amplitude $A$ to the density. Density is the square of a wave, so its exponent is $-2\kappa z$. The density of states per volume and energy at depth $z$ is then

$$D(z)=A\int\frac{d^2k}{(2\pi)^2}\,e^{-2\kappa(k)z}
=\frac{A}{2\pi}\int_0^\infty k\,dk\,e^{-2z\sqrt{\kappa_0^2+k^2}} .$$

The second form uses $d^2k=2\pi k\,dk$. From $\kappa^2=\kappa_0^2+k^2$ follows $k\,dk=\kappa\,d\kappa$, and integration by parts gives

$$D(z)=\frac{A}{2\pi}\int_{\kappa_0}^\infty\kappa\,e^{-2\kappa z}d\kappa
=\frac{A}{2\pi}\left[\frac{\kappa_0}{2z}+\frac1{4z^2}\right]e^{-2\kappa_0z},$$

$$D(z)=\frac{A\kappa_0}{4\pi z}\,e^{-2\kappa_0z}\left[1+\frac1{2\kappa_0z}\right].\tag{1}$$

No single wave carries the factor $1/z$. It comes from the number of waves that still matter. Relative to the slowest wave, the density at small $k$ is reduced by $e^{-zk^2/\kappa_0}$, so the important wavevectors fill a disc of area about $\pi\kappa_0/z$. Going deeper lowers the density of each wave and also shrinks this disc.

The assumed $\kappa(k)$ belongs to a symmetric two-band insulator. Let $E$ be measured from midgap, let $2\Delta$ be the gap, and take $H=\Delta\beta+P\,\boldsymbol\alpha\cdot(k_x,k_y,k_z)$, where $\beta$ and the three components of $\boldsymbol\alpha$ are matrices that square to one and anticommute with each other. All cross terms cancel in $H^2$, so

$$E^2=\Delta^2+P^2(k^2+k_z^2).$$

A decaying wave has $k_z=i\kappa$, hence $k_z^2=-\kappa^2$ and

$$\kappa^2=\frac{\Delta^2-E^2}{P^2}+k^2 .$$

At midgap $\kappa_0=\Delta/P$. This formula also fixes the meaning of "slowest". At a given energy the decay is slowest at $k=0$. At $k=0$, however, $\kappa$ is largest at midgap and falls to zero at the band edges. The slowest midgap decay is therefore a minimum over in-plane wavevector and a maximum over energy. In equation (1), the total density is a sum over wavevectors at one energy.

For a general crystal, the local density of states is the sum of $|\psi_n(\mathbf r)|^2\delta(E-E_n)$ over all states, which can be grouped by conserved $\mathbf k$. Far from the interface, let one decaying Bloch wave dominate each group, apart from a possible spin degeneracy. Its periodic part is removed by averaging over a crystal cell, or by comparing equivalent atomic layers. What remains is $A(\mathbf k)e^{-2\kappa(\mathbf k)z}$, where $A$ includes spin, the supply of metal states and the matching at the interface. It has the dimension of states per energy and length. Thus

$$D(z)=\int_{\rm BZ}\frac{d^2k}{(2\pi)^2}\,A(\mathbf k)\,e^{-2\kappa(\mathbf k)z},$$

where BZ is the surface Brillouin zone. Assume that $\kappa$ has one isolated minimum $\kappa_0$ at $\mathbf k_0$, away from any edge of the region where the metal has states, and that $A$ and $\kappa$ are smooth there with $A(\mathbf k_0)\neq0$. With $\mathbf q=\mathbf k-\mathbf k_0$,

$$\kappa=\kappa_0+\tfrac12\,\mathbf q^{T}K\mathbf q+\cdots,\qquad
K_{ij}=\left.\frac{\partial^2\kappa}{\partial k_i\partial k_j}\right|_{\mathbf k_0},$$

where both eigenvalues $K_1,K_2$ of $K$ are positive. There is no linear term at a minimum. The factor 2 in the density exponent cancels the $\tfrac12$ of the expansion, leaving $e^{-2\kappa_0z}e^{-z\mathbf q^TK\mathbf q}$. Rotating $\mathbf q$ to the principal axes of $K$ leaves the area element unchanged and separates the integral:

$$\int d^2q\,e^{-z\mathbf q^TK\mathbf q}
=\int_{-\infty}^{\infty}dq_1e^{-zK_1q_1^2}\int_{-\infty}^{\infty}dq_2e^{-zK_2q_2^2}
=\sqrt{\frac{\pi}{zK_1}}\sqrt{\frac{\pi}{zK_2}}
=\frac{\pi}{z\sqrt{\det K}} .$$

Dividing by $(2\pi)^2$ gives the leading law,

$$D(z)=\frac{A(\mathbf k_0)}{4\pi z\sqrt{\det K}}\,e^{-2\kappa_0z}\left[1+O(1/z)\right].\tag{2}$$

Each transverse direction supplies one factor $z^{-1/2}$. Several minima with the same $\kappa_0$ contribute terms that add, and these terms are equal if a symmetry of the whole junction relates the minima. In the isotropic case $\kappa\simeq\kappa_0+k^2/(2\kappa_0)$, so $K_1=K_2=1/\kappa_0$ and $\sqrt{\det K}=1/\kappa_0$, which recovers the leading part of (1).

Extending the Gaussian integrals to infinity is harmless at large depth. Outside a fixed neighbourhood of $\mathbf k_0$, $\kappa$ exceeds $\kappa_0$ by at least some positive amount $\eta$, and for bounded $A$ that region is suppressed by at least $e^{-2\eta z}$. Inside the neighbourhood put $\mathbf q=\mathbf s/\sqrt z$, and write the cubic and quartic parts of $\kappa$ as $C_3(\mathbf q)$ and $C_4(\mathbf q)$. The exponent becomes

$$-2\kappa z=-2\kappa_0z-\mathbf s^TK\mathbf s-\frac{2C_3(\mathbf s)}{\sqrt z}-\frac{2C_4(\mathbf s)}{z}+\cdots .$$

Write also $A/A(\mathbf k_0)=1+a_1(\mathbf s)/\sqrt z+a_2(\mathbf s)/z+\cdots$, with $a_1$ linear and $a_2$ quadratic. The terms of order $z^{-1/2}$ are odd in $\mathbf s$ and integrate to zero. Expanding the exponential to second order leaves the relative correction

$$\frac1z\left\langle a_2-2a_1C_3-2C_4+2C_3^2\right\rangle ,$$

where the brackets denote the average with weight $e^{-\mathbf s^TK\mathbf s}$. In the isotropic model with constant $A$, $a_1=a_2=C_3=0$ and the expansion of the square root gives $C_4=-s^4/(8\kappa_0^3)$. The weight $e^{-s^2/\kappa_0}$ gives $\langle s^4\rangle=2\kappa_0^2$. The correction is therefore $2\kappa_0^2/(4\kappa_0^3z)=1/(2\kappa_0z)$, in agreement with (1).

A lattice junction tests (2) without assuming how the density decays. Set the layer spacing and the insulator's hopping energy along $z$ to one. The insulator's site energies alternate between $+G$ and $-G$ from layer to layer, with

$$G(\mathbf k)=1+0.6(1-\cos k_x)+0.3(1-\cos k_y).$$

At zero energy, let the wave have amplitudes $a\lambda^n$ on the $+G$ layers and $b\lambda^n$ on the $-G$ layers. The two site equations are

$$Ga+(\lambda+\lambda^{-1})b=0,\qquad -Gb+(\lambda+\lambda^{-1})a=0 .$$

Eliminating $a$ and $b$ gives $(\lambda+\lambda^{-1})^2=-G^2$. With $\lambda=ie^{-\kappa}$ the left side is $-4\sinh^2\kappa$, so $2\sinh\kappa=G$. At $\mathbf k=0$ this gives $\kappa_0=0.4812$ per layer. Differentiation gives $d\kappa/dG=1/(2\cosh\kappa)=1/\sqrt{4+G^2}$. Since $G\simeq1+0.3k_x^2+0.15k_y^2$, the curvatures are $K_{xx}=0.6/\sqrt5=0.268$ and $K_{yy}=0.3/\sqrt5=0.134$.

The metal has hopping energy 1.5 along $z$ and site energy $0.5-0.5(\cos k_x+\cos k_y)$, and the hopping energy across the contact is 0.8. The density was computed from Green functions on a grid of $128\times128$ wavevectors. The density of the $\mathbf k=0$ channel on the same layer supplies $A(\mathbf k_0)e^{-2\kappa_0z}$, with $z$ taken as the layer number. The summed density divided by formula (2) is 1.0274, 1.0134 and 1.0066 on layers 50, 100 and 200. The excess roughly halves at each doubling of depth, as a $1/z$ correction should. Removing that correction with the last two values gives 0.9999, which confirms the coefficient as well as the power of $z$.

The condition $A(\mathbf k_0)\neq0$ matters because symmetry can forbid coupling at the minimum. Suppose that $A=a\,q_x^2$ near $\mathbf k_0$ and that $K$ is diagonal in $x,y$. For the weight $e^{-zK_{xx}q_x^2}$ the mean of $q_x^2$ is $1/(2K_{xx}z)$, so

$$D(z)\simeq\frac{a}{8\pi K_{xx}\sqrt{\det K}\,z^2}\,e^{-2\kappa_0z}.$$

Replacing the contact hopping in the lattice junction by $0.8\sin k_x$ produces this case. The ratio of the summed density to the new formula is 1.0010 on layer 100 and 1.0005 on layer 200, and it extrapolates to 0.9999.

Other shapes of minimum change the power through the area of important wavevectors. If $\kappa$ is smallest on a whole ring, only the radial direction narrows with depth, and the factor is $z^{-1/2}$. If $\kappa$ rises as the fourth power of $q$ in both directions, each width scales as $z^{-1/4}$ and the factor is again $z^{-1/2}$. Both statements assume an amplitude that is nonzero at the minimum.

Summing over energy also changes the law. In the isotropic model, equation (1) holds at each energy $E$ in the gap when $\kappa_0$ is replaced by $\kappa_E=\sqrt{\Delta^2-E^2}/P$. At large depth the energies near the band edges dominate, because $\kappa_E$ vanishes there. Near either edge, $\kappa_E^2P^2=\Delta^2-E^2$ gives $|dE|=P^2\kappa_E\,d\kappa_E/|E|\simeq(\Delta/\kappa_0^2)\,\kappa_E\,d\kappa_E$, where $P=\Delta/\kappa_0$. With $A$ held constant over the gap, the two edges together give

$$\int_{-\Delta}^{\Delta}D\,dE\simeq\frac{2A\Delta}{\kappa_0^2}\int_0^\infty\kappa\left[\frac{\kappa}{4\pi z}+\frac1{8\pi z^2}\right]e^{-2\kappa z}d\kappa .$$

The integrals $\int_0^\infty\kappa^2e^{-2\kappa z}d\kappa=1/(4z^3)$ and $\int_0^\infty\kappa e^{-2\kappa z}d\kappa=1/(4z^2)$ turn this into

$$\frac{2A\Delta}{\kappa_0^2}\left[\frac1{16\pi z^4}+\frac1{32\pi z^4}\right]=\frac{3A\Delta}{16\pi\kappa_0^2z^4}.$$

At $\kappa_0z=100$, numerical integration over the whole gap gives 1.0001 times this value. The exponential has disappeared, so the midgap law must not be applied to a density summed over the gap.

At fixed midgap energy, the number of states per area and energy lying deeper than $z$ is $N(z)=\int_z^\infty D(z')\,dz'$. In the isotropic model with constant $A$ it is

$$N(z)=\frac{A}{8\pi z}\,e^{-2\kappa_0z},\tag{3}$$

because $N$ vanishes at infinite depth and

$$-\frac{dN}{dz}=\frac{A}{8\pi}\left[\frac{2\kappa_0}{z}+\frac1{z^2}\right]e^{-2\kappa_0z}=D(z).$$

The inverse-depth factor thus survives integration over depth. It also steepens the apparent decay. Writing (1) as $D=A(1+2\kappa_0z)e^{-2\kappa_0z}/(8\pi z^2)$ and differentiating its logarithm gives

$$-\frac{d\ln D}{dz}=2\kappa_0+\frac2z-\frac{2\kappa_0}{1+2\kappa_0z}
=2\kappa_0+\frac1z+\frac1{z(1+2\kappa_0z)} .$$

A straight line drawn through $\ln D$ at finite depth therefore overestimates $\kappa_0$.

For a worked case, consider a metal on thick MgO, with a rough typical gap of 7.8 eV and a rough electron mass $m=0.4\,m_e$. The symmetric model gives the hole the same mass. Near the conduction edge $E\simeq\Delta+P^2k^2/(2\Delta)$, and equating the second term to $\hbar^2k^2/(2m)$ gives $P^2=\hbar^2\Delta/m$. With $\hbar^2/m_e=0.0762$ eV nm² and $\Delta=3.9$ eV,

$$P=\sqrt{\frac{0.0762\times3.9}{0.4}}=0.862\ \text{eV nm},\qquad
\kappa_0=\frac{3.9}{0.862}=4.52\ \text{nm}^{-1}.$$

The density decay length of the slowest wave is $1/(2\kappa_0)=0.1105$ nm. The amplitude is set to the round value $A=1$ state/(eV nm). For scale, free-electron waves of both spins moving towards the interface at a Fermi wavevector of 12 nm⁻¹ have a density $1/(\pi\hbar v)=0.35$ /(eV nm) in one channel, where $v$ is their speed. For a scalar wave, total reflection multiplies this at the interface by a factor between 0 and 4, so the chosen $A$ is of reasonable size. All densities below scale linearly with it.

At $z=1$ nm the leading formula gives

$$\frac{4.525\,e^{-9.05}}{4\pi}=4.23\times10^{-5}\ \text{/(eV nm}^3).$$

The correction factor $1+1/9.05=1.11$ raises this to $4.70\times10^{-5}$ /(eV nm³), or $4.7\times10^{16}$ /(eV cm³). Equation (3) gives $4.7\times10^{8}$ states/(eV cm²) below this depth, compared with $8.6\times10^{10}$ below 0.5 nm. The leading formula must be multiplied by 1.22 at 0.5 nm and by 1.06 at 2 nm.

Between 0.5 and 1.5 nm, $D$ falls from $9.53\times10^{-3}$ to $3.28\times10^{-7}$ /(eV nm³). A pure exponential through these two points has a decay length of $1/\ln(9.53\times10^{-3}/3.28\times10^{-7})=0.0973$ nm, which overestimates $\kappa_0$ by 13.6%. The factor $1/z$ accounts for $\ln3/9.05=12.1\%$, and the correction bracket in (1) for the remaining 1.4%. Fitting $zD$ instead gives 0.1090 nm and leaves that 1.4% error.

The MgO model assumes symmetry between electron and hole, which the real bands need not obey. To see how much this assumption matters, keep the electron mass and set the hole mass to $m_e$, using the Hamiltonian

$$\begin{pmatrix}\Delta+bk^2&P_hk\\P_hk&-\Delta\end{pmatrix},\qquad
P_h^2=\frac{\hbar^2\Delta}{m_e},\quad b=\frac{\hbar^2}{2}\left(\frac1{0.4\,m_e}-\frac1{m_e}\right),$$

where $k$ now denotes the magnitude of the full wavevector. Setting its determinant to zero at $k=i\kappa$ gives $\kappa^2=\Delta^2/(P_h^2+b\Delta)$, hence $\kappa=5.41$ nm⁻¹. At 1 nm and the same $A$, the density falls to 0.20 of its former value. A Fermi level 1 eV from midgap in the symmetric model multiplies it by 1.31 if $A$ is held fixed. Interface matching makes $A$ depend on energy: for a free-electron metal with the Fermi wavevector used above, the factor is about 1.5 above midgap and 1.2 below. One more atomic layer, taken as 0.21 nm, multiplies it by 0.12, and Gaussian interface roughness of 0.05 nm rms multiplies the averaged density by 1.14. In the symmetric model with the Fermi level at midgap at the interface, $\kappa$ is stationary in energy, and thermal averaging at 300 K and a field of 1 MV/cm each change the density by less than 1%. With the unequal masses above, $\kappa$ is largest about 0.9 eV below midgap instead, and the same field raises or lowers the density by 2 to 3%, depending on its sign. Weighting the metal channels by their normal wavevector alone lowers it by 2%; matching at the interface also depends on $k$ and can reverse the sign of this few-percent effect. The continuum model is itself near its limit, since $\kappa_0d=0.95$ for the layer spacing $d=0.21$ nm. A nearest-neighbour $s$–$p$ lattice with the same gap and masses has $\sinh(\kappa d)=0.95$ in place of $\kappa d=0.95$. This gives $\kappa_0=4.03$ nm⁻¹ and curvatures of 0.160 nm instead of 0.221 nm, and it raises the leading formula (2) at 1 nm by a factor of about 3.7. The absolute density is thus only a model estimate: the assumed change of hole mass alone alters it by a factor of five, and the chosen $A$ enters as a direct factor.

MgO is also used as a contact interlayer about a nanometre thick, and there the assumption of a half-space fails. Waves reflect from the far side, and the semiconductor beyond has its own gap states, so (1) estimates only the tail entering from the metal. Defect states in the oxide are absent from the model and may outnumber this tail. The program prints the MgO densities at depths of 0.5, 1, 1.5 and 2 nm.

## Table of computed values

```
Lattice: kappa0 = 0.48121 per layer
Lattice: curvatures x, y = 0.2683, 0.1342 layers
Lattice layer 50: sum/1-over-z formula = 1.02736
Lattice layer 100: sum/1-over-z formula = 1.01339
Lattice layer 200: sum/1-over-z formula = 1.00663
Lattice extrapolated ratio = 0.99986
Node, layer 50: sum/1-over-z^2 formula = 1.00263
Node, layer 100: sum/1-over-z^2 formula = 1.00104
Node, layer 200: sum/1-over-z^2 formula = 1.00046
Node extrapolated ratio = 0.99988
Whole gap at kappa0*z=100: integral/power law = 1.00013
MgO inputs: gap 7.8 eV, electron mass 0.4 m_e
Channel amplitude A = 1.0 state/(eV nm)
Free-electron incident channel density = 0.348 /(eV nm)
hbar^2/m_e = 0.07620 eV nm^2
Band coupling P = 0.8619 eV nm
Midgap kappa0 = 4.5247 1/nm
Density decay length 1/(2 kappa0) = 0.1105 nm
z=0.5 nm: D=9.5300e-03, leading=7.8050e-03 /(eV nm^3)
  D/leading=1.2210; deeper states=8.625e+10 /(eV cm^2)
z=1.0 nm: D=4.6971e-05, leading=4.2297e-05 /(eV nm^3)
  D/leading=1.1105; deeper states=4.674e+08 /(eV cm^2)
z=1.5 nm: D=3.2814e-07, leading=3.0562e-07 /(eV nm^3)
  D/leading=1.0737; deeper states=3.377e+06 /(eV cm^2)
z=2.0 nm: D=2.6216e-09, leading=2.4843e-09 /(eV nm^3)
  D/leading=1.0553; deeper states=2.745e+04 /(eV cm^2)
D at 1 nm = 4.697e+16 /(eV cm^3)
Exponential-fit length, 0.5 to 1.5 nm = 0.0973 nm
Same fit to z*D = 0.1090 nm
Fit overestimates kappa0 by 13.56 %
After multiplying by z: 1.42 %
Rms in-plane momentum at 1 nm = 2.361 1/nm
Neglected effects, as factors on D at 1 nm:
  hole mass 1.0 m_e: kappa=5.408 1/nm, factor=0.2009
  Fermi level 1.0 eV off midgap: 1.3125
  thermal average at 300 K: 1.000590
  field 1.0 MV/cm: 1.000992
  metal weight kz/kF, kF=12 1/nm: 0.9802
  roughness 0.05 nm rms: 1.1396
  one more layer, 0.21 nm: 0.1214
Surface-zone inner radius = 10.58 1/nm
  fraction outside it at 0.5 nm = 2.10e-03
  fraction outside it at 1.0 nm = 2.07e-06
```
